# Heat conductance of a free-molecular gas gap between fully accommodating walls: verification in Python

```python
"""
Result under test: a monatomic gas between fully accommodating parallel walls,
with no collisions between atoms, has the heat conductance per area
    h = 2 kB p / sqrt(2 pi m kB T),
independent of the gap width. For any wall temperatures T1, T2 the heat flux is
    q = 2 kB p (T1 - T2) / sqrt(2 pi m kB Ts),  Ts = ((sqrt T1 + sqrt T2)/2)^2.
p: normal pressure in the gap, m: atomic mass, kB: Boltzmann constant.
The particle simulation uses units with kB = m = number density = 1.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import trapezoid

kB, hbar = const.k, const.hbar
torr = const.torr
mass = 39.95 * const.atomic_mass
rng = np.random.default_rng(12345)


def effective_temperature(t1, t2):
    return ((np.sqrt(t1) + np.sqrt(t2)) / 2) ** 2


def conductance(p, t):
    return 2 * kB * p / np.sqrt(2 * np.pi * mass * kB * t)


def stream_moments(t):
    """Particle, energy and normal momentum flux of a half-Maxwellian,
    per unit full-Maxwellian density, by quadrature over speed and angle."""
    scale = np.sqrt(kB * t / mass)
    x, wx = np.polynomial.legendre.leggauss(100)
    c, wc = np.polynomial.legendre.leggauss(20)
    speed, wspeed = 6 * scale * (x + 1), 6 * scale * wx
    cosine, wcos = (c + 1) / 2, wc / 2
    density = (mass / (2 * np.pi * kB * t)) ** 1.5
    density = density * np.exp(-mass * speed**2 / (2 * kB * t))
    weight = 2 * np.pi * speed**2 * density * wspeed
    number = np.sum(weight * speed) * np.sum(wcos * cosine)
    energy = np.sum(weight * speed**3) * mass / 2 * np.sum(wcos * cosine)
    momentum = mass * np.sum(weight * speed**2) * np.sum(wcos * cosine**2)
    return number, energy, momentum


def heat_flux_by_quadrature(p, t1, t2):
    """Equal opposite particle fluxes, total normal pressure p."""
    n1, e1, m1 = stream_moments(t1)
    n2, e2, m2 = stream_moments(t2)
    flux = p / (m1 / n1 + m2 / n2)
    return flux * (e1 / n1 - e2 / n2), flux


def collide(v, a, b):
    """Isotropic elastic scattering of the atom pairs (a, b)."""
    centre = (v[:, a] + v[:, b]) / 2
    half = np.linalg.norm(v[:, a] - v[:, b], axis=0) / 2
    direction = rng.standard_normal((3, a.size))
    direction /= np.linalg.norm(direction, axis=0)
    v[:, a] = centre + half * direction
    v[:, b] = centre - half * direction


def simulate(width, hot, cold, rate, steps=1000, dt=0.1, atoms=20000):
    """Return heat flux / (temperature difference * measured pressure)."""
    z = width * rng.random(atoms)
    v = rng.standard_normal((3, atoms)) * (hot * cold) ** 0.25
    burn = steps // 4
    heat, pressure = 0.0, 0.0
    for step in range(steps):
        z += v[2] * dt
        while True:
            low = np.nonzero(z < 0)[0]
            high = np.nonzero(z > width)[0]
            if low.size + high.size == 0:
                break
            for hit, temp, wall, sign in ((low, hot, 0.0, 1),
                                          (high, cold, width, -1)):
                time_left = (z[hit] - wall) / v[2, hit]
                old = 0.5 * np.sum(v[:, hit] ** 2)
                v[:2, hit] = np.sqrt(temp) * rng.standard_normal((2, hit.size))
                draw = 1 - rng.random(hit.size)
                v[2, hit] = sign * np.sqrt(-2 * temp * np.log(draw))
                new = 0.5 * np.sum(v[:, hit] ** 2)
                if step >= burn:
                    heat += sign * (new - old) / 2
                z[hit] = wall + v[2, hit] * time_left
        if rate > 0:
            order = np.argsort(z)
            chosen = rng.random(atoms // 2) < rate * dt
            collide(v, order[0::2][chosen], order[1::2][chosen])
        if step >= burn:
            pressure += np.mean(v[2] ** 2)
    pressure /= steps - burn
    flux = heat * width / (atoms * (steps - burn) * dt)
    return flux / ((hot - cold) * pressure)


# Example: rough values for a sealed air gap between interconnect lines
gap, height = 30e-9, 100e-9
p_seal, t_seal = 5 * torr, 673.0
t_hot, t_cold = 378.0, 368.0
t_mean = (t_hot + t_cold) / 2
p_use = p_seal * t_mean / t_seal
h_gas = conductance(p_use, t_mean)

# Velocity-space quadrature against the formulas
number, energy, momentum = stream_moments(t_mean)
energy_per_atom = energy / number / (kB * t_mean)
assert abs(energy_per_atom - 2) < 1e-8
assert abs(number / np.sqrt(kB * t_mean / (2 * np.pi * mass)) - 1) < 1e-8
assert abs(momentum / (kB * t_mean / 2) - 1) < 1e-8
for ta, tb in ((t_hot, t_cold), (900.0, 300.0)):
    q_num, _ = heat_flux_by_quadrature(p_use, ta, tb)
    q_law = conductance(p_use, effective_temperature(ta, tb)) * (ta - tb)
    assert abs(q_num / q_law - 1) < 1e-8
q_example, flux_example = heat_flux_by_quadrature(p_use, t_hot, t_cold)
linear_error = h_gas * (t_hot - t_cold) / q_example - 1
assert abs(linear_error) < 1e-3
q_large, _ = heat_flux_by_quadrature(p_use, 900.0, 300.0)
large_error = conductance(p_use, 600.0) * 600.0 / q_large - 1

# Free flight: same law at two widths (statistical error below 0.5 percent)
law_free = 2 / np.sqrt(2 * np.pi * effective_temperature(2.0, 0.5))
free = [simulate(w, 2.0, 0.5, 0.0) for w in (1.0, 3.0)]
for value in free:
    assert abs(value / law_free - 1) < 0.015

# One collision per atom removes 1/2 of the stress and 1/3 of the heat flux,
# tested on a skewed, anisotropic set of velocities with zero mean
count = 400000
sample = 0.5 * rng.standard_normal((3, count))
sample[2] = np.where(rng.random(count) < 0.2, 2.0, -0.5)
sample -= sample.mean(axis=1, keepdims=True)


def stress_and_heat(v):
    square = np.sum(v**2, axis=0)
    return np.array([np.mean(v[2] ** 2 - square / 3),
                     np.mean(v[2] * square) / 2])


before = stress_and_heat(sample)
collide(sample, np.arange(0, count, 2), np.arange(1, count, 2))
kept = stress_and_heat(sample) / before
assert abs(kept[0] - 1 / 2) < 0.02 and abs(kept[1] - 2 / 3) < 0.02

# Collisions: width dependence appears. The heat flux relaxes at rate/3, so
# the conductivity is (5/2) p / (rate/3) = 7.5 p / rate.
rate = 3.0
widths = (1.0, 3.0)
law_small = 2 / np.sqrt(2 * np.pi * effective_temperature(1.4, 0.6))
collided = [simulate(w, 1.4, 0.6, rate, steps=1500, dt=1 / 30)
            for w in widths]
series = [1 / (1 / law_small + w * rate / 7.5) for w in widths]
wall_ratio = [(1 / value - w * rate / 7.5) * law_small
              for value, w in zip(collided, widths)]
assert collided[0] < 0.9 * law_small and collided[1] < 0.85 * collided[0]
for value in wall_ratio:
    # The series rule would give 1. In a dense gas kinetic theory gives about
    # 1.17; time step and statistics add a few hundredths.
    assert 0.97 < value < 1.30

# Collisions in the example, hard spheres with a rough diameter
diameter = 0.36e-9
free_path = kB * t_mean / (np.sqrt(2) * np.pi * diameter**2 * p_use)
kappa = 75 / 64 * kB * np.sqrt(kB * t_mean / (np.pi * mass)) / diameter**2
collision_loss = 1 - 1 / (1 + h_gas * gap / kappa)
assert free_path > 100 * gap

# Partial accommodation: energies of the two streams from wall balances
accommodation = 0.9
matrix = np.array([[1, -(1 - accommodation)], [-(1 - accommodation), 1]])
streams = np.linalg.solve(matrix, accommodation * np.array([1.0, 0.0]))
accommodation_factor = streams[0] - streams[1]
assert abs(accommodation_factor - accommodation / (2 - accommodation)) < 1e-12

# Finite height: fraction of atoms flying directly from one line to the other
node, weight = np.polynomial.legendre.leggauss(60)
y, wy = height * (node + 1) / 2, height * weight / 2
kernel = gap**2 / (2 * (gap**2 + (y[:, None] - y[None, :]) ** 2) ** 1.5)
direct = wy @ kernel @ wy / height
ratio = gap / height
assert abs(direct - (np.sqrt(1 + ratio**2) - ratio)) < 1e-6
height_factor = direct + (1 - direct) / 2  # caps at the mean temperature

# Near-field radiation, non-retarded, between rough two-mode polar oxides
modes = ((0.057, 0.063), (0.133, 0.153))  # transverse, longitudinal, eV
damping, eps_high = 0.006, 2.0


def reflection(e):
    eps = eps_high + 0j
    for transverse, longitudinal in modes:
        eps *= longitudinal**2 - e**2 - 1j * damping * e
        eps /= transverse**2 - e**2 - 1j * damping * e
    return (eps - 1) / (eps + 1)


x_grid = np.linspace(0, 40, 4001)
decay = np.exp(-x_grid)


def wavevector_integral(r):
    return trapezoid(x_grid * decay / np.abs(1 - r**2 * decay) ** 2, x_grid)


for e in (0.03, 0.06, 0.14, 0.147):
    square = complex(reflection(e) ** 2)
    exact = float(mp.im(mp.polylog(2, mp.mpc(square)))) / square.imag
    assert abs(wavevector_integral(reflection(e)) / exact - 1) < 2e-3

energies = np.linspace(0.002, 0.4, 1601)
spectrum = []
for e in energies:
    r = reflection(e)
    xe = e * const.e / (kB * t_mean)
    heat_capacity = kB * xe**2 * np.exp(-xe) / (1 - np.exp(-xe)) ** 2
    spectrum.append(heat_capacity * r.imag**2 * wavevector_integral(r))
spectrum = np.array(spectrum)
prefactor = const.e / hbar / (4 * np.pi**2 * gap**2)
h_near = prefactor * trapezoid(spectrum, energies)
h_near_coarse = prefactor * trapezoid(spectrum[::2], energies[::2])
assert abs(h_near_coarse / h_near - 1) < 0.01
h_far = 4 * const.sigma * t_mean**3
wave = const.h / np.sqrt(2 * np.pi * mass * kB * t_mean)
assert wave < 0.01 * gap
kappa_solid = 0.3
h_solid = kappa_solid / gap

print("TESTS")
print(f"energy per emitted atom / (kB T): {energy_per_atom:.6f}")
print("simulation, walls 2.0 and 0.5, q/(p dT), units kB = m = n = 1")
print(f"  law: {law_free:.4f}")
print(f"  no collisions, width 1: {free[0]:.4f}")
print(f"  no collisions, width 3: {free[1]:.4f}")
print(f"kept after one collision: stress {kept[0]:.3f}, heat {kept[1]:.3f}")
print(f"simulation, walls 1.4 and 0.6, collision rate {rate:.1f} per atom")
print(f"  collisionless law: {law_small:.4f}")
for w, value, rule, wall in zip(widths, collided, series, wall_ratio):
    print(f"  width {w:.0f}: {value:.4f}, series rule {rule:.4f}, "
          f"wall resistance ratio {wall:.3f}")
print(f"error of mean-T formula, walls 900 and 300 K: {100*large_error:.2f} %")
print("EXAMPLE: argon in a sealed gap")
print(f"gap width: {gap*1e9:.0f} nm, height: {height*1e9:.0f} nm")
print(f"sealing: {p_seal/torr:.1f} Torr at {t_seal:.0f} K")
print(f"walls: {t_hot:.0f} K and {t_cold:.0f} K, mean {t_mean:.0f} K")
print(f"atomic mass: {mass:.4e} kg")
print(f"pressure in use: {p_use/torr:.3f} Torr = {p_use:.1f} Pa")
print(f"one-way particle flux: {flux_example:.4e} 1/(m2 s)")
print(f"gas conductance h: {h_gas:.2f} W/(m2 K)")
print(f"  the same: {h_gas*1e-4:.5f} W/(cm2 K)")
print(f"heat flux between the walls: {q_example:.1f} W/m2")
print(f"error of mean-T formula here: {100*linear_error:.5f} %")
print(f"effective conductivity h d: {h_gas*gap:.3e} W/(m K)")
print("NEGLECTED EFFECTS")
print(f"hard-sphere diameter (rough): {diameter*1e9:.2f} nm")
print(f"mean free path: {free_path*1e6:.2f} um")
print(f"mean free path / width: {free_path/gap:.0f}")
print(f"hard-sphere gas conductivity: {kappa:.4f} W/(m K)")
print(f"crossover width kappa/h: {kappa/h_gas*1e6:.1f} um")
print(f"loss of h by collisions (rough): {100*collision_loss:.2f} %")
print(f"factor for accommodation {accommodation:.1f}: "
      f"{accommodation_factor:.4f}")
print(f"direct line-to-line fraction: {direct:.4f}")
print(f"factor for finite height: {height_factor:.4f}")
print(f"thermal de Broglie wavelength: {wave*1e9:.4f} nm")
print(f"far-field blackbody conductance: {h_far:.2f} W/(m2 K)")
print(f"near-field radiation (rough): {h_near:.0f} W/(m2 K)")
print(f"near-field radiation / gas: {h_near/h_gas:.2f}")
print(f"low-k solid, {kappa_solid:.1f} W/(m K): {h_solid:.2e} W/(m2 K)")
print(f"low-k solid / gas: {h_solid/h_gas:.2e}")
print("finished without a failed check")
```

It prints:

```
TESTS
energy per emitted atom / (kB T): 2.000000
simulation, walls 2.0 and 0.5, q/(p dT), units kB = m = n = 1
  law: 0.7523
  no collisions, width 1: 0.7524
  no collisions, width 3: 0.7521
kept after one collision: stress 0.495, heat 0.664
simulation, walls 1.4 and 0.6, collision rate 3.0 per atom
  collisionless law: 0.8151
  width 1: 0.5593, series rule 0.6147, wall resistance ratio 1.131
  width 3: 0.3756, series rule 0.4121, wall resistance ratio 1.192
error of mean-T formula, walls 900 and 300 K: -3.41 %
EXAMPLE: argon in a sealed gap
gap width: 30 nm, height: 100 nm
sealing: 5.0 Torr at 673 K
walls: 378 K and 368 K, mean 373 K
atomic mass: 6.6339e-26 kg
pressure in use: 2.771 Torr = 369.5 Pa
one-way particle flux: 7.9746e+24 1/(m2 s)
gas conductance h: 220.20 W/(m2 K)
  the same: 0.02202 W/(cm2 K)
heat flux between the walls: 2202.0 W/m2
error of mean-T formula here: -0.00225 %
effective conductivity h d: 6.606e-06 W/(m K)
NEGLECTED EFFECTS
hard-sphere diameter (rough): 0.36 nm
mean free path: 24.21 um
mean free path / width: 807
hard-sphere gas conductivity: 0.0196 W/(m K)
crossover width kappa/h: 89.1 um
loss of h by collisions (rough): 0.03 %
factor for accommodation 0.9: 0.8182
direct line-to-line fraction: 0.7440
factor for finite height: 0.8720
thermal de Broglie wavelength: 0.0143 nm
far-field blackbody conductance: 11.77 W/(m2 K)
near-field radiation (rough): 3620 W/(m2 K)
near-field radiation / gas: 16.44
low-k solid, 0.3 W/(m K): 1.00e+07 W/(m2 K)
low-k solid / gas: 4.54e+04
finished without a failed check
```
